# Bottom-to-top etch-rate ratio in a deep hole from a molecular balance, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The flux balance and its ingredients

A process model that needs the etch rate at the bottom of a deep hole can go wrong in two opposite ways. Take a cylindrical hole 200 nm wide and 1000 nm deep, an open-surface etch rate of 300 nm/min, and a molecule that reacts in one out of ten collisions with the floor or the open surface, but not with the sidewalls. A model that ignores transport assigns 300 nm/min to the bottom. A model that multiplies the open-surface rate by the probability of reaching the bottom, about 0.19, assigns 57 nm/min. The balance below gives 211 nm/min. The second estimate is too low because a molecule that fails to react at its first collision with the bottom may return there several times before it escapes.

### Geometry, fluxes and assumptions

The hole has straight vertical sidewalls, a flat floor and an open mouth. The floor and the mouth have the same area $A$. A flux means a number of molecules striking or crossing a surface per unit area and time. The flux entering the mouth is $\nu_t$. The collision flux on the floor, averaged over its area, is $\nu_b$. Every collision counts in $\nu_b$, including repeated collisions of one molecule.

Two probabilities describe the hole and the chemistry:

- $K$ is the probability that a molecule entering the mouth reaches the floor before it leaves through the mouth. Arrivals by direct flight and by way of the sidewalls both count.
- $S$ is the probability that a molecule reacts, and is thereby consumed, in one collision with the floor.

The model rests on the following assumptions.

1. Molecules do not collide with one another inside the hole.
2. The incoming flux is uniform over the mouth and has the cosine distribution of a gas at rest: the probability of a direction within solid angle $d\Omega$ at angle $\theta$ to the surface normal is $\cos\theta\,d\Omega/\pi$.
3. The sidewalls do not react. In a hole through a single material, this requires, for example, a protective layer on the sidewalls, or a reaction that needs ion bombardment, which reaches mainly the floor. In the example above, sidewalls as reactive as the floor would make the bottom rate much lower. The unreactive sidewalls of the model re-emit each molecule where it landed, with the same cosine distribution and no memory of its arrival direction.
4. Molecules that leave the floor unreacted also follow the cosine distribution, and they leave **uniformly over the floor**.
5. The fluxes are steady, and the hole does not alter the supply of gas above it.
6. The floor and the open surface beside the mouth are of the same material, with the same constant $S$, and this molecular species limits the etch rate.

The uniformity in assumption 4 is an idealization. A molecule actually leaves near the point where it landed, and the landing points are not spread evenly. Part 2 removes this idealization and bounds the error that it causes.

### From fluxes to etch rates

Let $v$ be the volume of solid removed per reacting molecule. On a surface receiving flux $\nu$, the number of reactions per unit area and time is $S\nu$. The surface therefore recedes at the speed
$$R=S\nu v .$$
The open surface receives $\nu_t$, the same flux as the mouth, so $R_t=S\nu_t v$. The floor recedes at the mean speed $R_b=S\nu_b v$. The common factors cancel:
$$\frac{R_b}{R_t}=\frac{\nu_b}{\nu_t}. \tag{1}$$
The reaction probability has disappeared from the prefactor, but it still acts on $\nu_b$, because reactions deplete the gas inside the hole.

### Why the escape probability equals $K$

The balance needs the probability that a molecule leaving the floor escapes before it strikes the floor again. This is a different event from the one that defines $K$. The two probabilities are equal here because diffuse exchange is symmetric.

Consider two small surface elements at points $x$ and $y$, a distance $s$ apart and in view of each other. Let the line joining them make angles $\theta_x$ and $\theta_y$ with the two normals. Seen from $x$, the element $dA_y$ fills the solid angle $\cos\theta_y\,dA_y/s^2$. A molecule emitted at $x$ strikes it with probability
$$k(x,y)\,dA_y=\frac{\cos\theta_x\cos\theta_y}{\pi s^2}\,dA_y .$$
The function $k$ is symmetric, $k(x,y)=k(y,x)$.

A path from a mouth point $x$ to a floor point $r$ with wall collisions at $y_1,\dots,y_n$ contributes the product $k(x,y_1)k(y_1,y_2)\cdots k(y_n,r)$. The same factors appear, in the opposite order, for the reversed path. Integrating over the wall points and adding all $n\ge 0$ gives a function $H(x,r)$ with
$$H(x,r)=H(r,x).$$
A uniform cosine flux $\nu_t$ through the mouth therefore produces, at floor point $r$, the first-arrival flux
$$\nu_t\int_{\rm mouth}H(x,r)\,dA_x=\nu_t\int_{\rm mouth}H(r,x)\,dA_x=\nu_t\,e(r), \tag{2}$$
where $e(r)$ is the probability that a molecule emitted at $r$ escapes without striking the floor again. Multiply by $dA_r$ and integrate over the floor. The left side becomes the total rate of first arrivals, $A K\nu_t$. The right side becomes $A\nu_t\langle e\rangle$, where angle brackets denote the area average over the floor. Since the areas are equal,
$$\langle e\rangle=K. \tag{3}$$
A molecule emitted uniformly from the floor thus escapes with probability $K$ before its next floor collision. It otherwise returns, with probability $1-K$. No third outcome exists: from every wall point of a finite cylinder, the chance of flying directly to one of the ends exceeds some positive number, so the chance of remaining on the walls falls to zero as collisions accumulate.

### The balance

In the steady state, the flux entering the mouth equals the sum of three losses, each expressed per unit mouth area.

- A part $(1-K)\nu_t$ leaves without having touched the floor.
- Floor collisions leave $(1-S)\nu_b$ molecules unreacted. A fraction $K$ of these escapes before another floor collision, which gives $K(1-S)\nu_b$.
- The floor consumes $S\nu_b$.

Hence
$$\nu_t=(1-K)\nu_t+K(1-S)\nu_b+S\nu_b .$$
Subtracting $(1-K)\nu_t$ from both sides leaves
$$K\nu_t=\left[K(1-S)+S\right]\nu_b=(K+S-KS)\,\nu_b .$$
With equation (1), division gives
$$\boxed{\frac{R_b}{R_t}=\frac{\nu_b}{\nu_t}=\frac{K}{Q},\qquad Q=K+S-KS.} \tag{4}$$

The denominator has a direct meaning. After a floor collision, a molecule makes no further floor collision if it reacts, with probability $S$, or if it survives and escapes, with probability $(1-S)K$. These exclusive outcomes add up to $S+(1-S)K=Q$.

The same result follows from counting visits. A molecule reaches the floor for the first time with probability $K$. After each visit, it makes another with probability $(1-S)(1-K)=1-Q$. The expected number of floor collisions per entering molecule is
$$\frac{\nu_b}{\nu_t}=K\sum_{n=0}^{\infty}(1-Q)^n=\frac{K}{1-(1-Q)}=\frac{K}{Q}.$$
A molecule that reaches the floor at all therefore strikes it $1/Q$ times on average. This factor is what the estimate $R_b/R_t=K$ omits.

### Limits and inversion

Dividing $Q$ by $K$ gives a form in which the effect of depth is easy to see:
$$\frac{R_t}{R_b}=\frac{K+S(1-K)}{K}=1+\frac{S(1-K)}{K}. \tag{5}$$

For $S\to0$ at fixed $K$, the ratio tends to 1. Almost nothing is consumed, so the gas fills the hole until the floor flux equals the flux at the mouth. The required condition is $S(1-K)\ll K$; a small $S$ alone is not sufficient in a very deep hole.

For $S=1$, the ratio is $K$. Every molecule reacts at its first floor collision, and the simple transmission estimate becomes correct.

For a deep hole at fixed $S$, write $Q=S[1+K(1-S)/S]$. Then
$$\frac{R_b}{R_t}=\frac{K}{S}\,\frac{1}{1+K(1-S)/S}.$$
This approaches $K/S$ when $K(1-S)\ll S$. The approach can be slow. At a depth of 20 diameters, the numerical output gives $K=0.0595$. For $S=0.1$ the limiting expression is 0.595, whereas the full formula gives 0.387.

To find the transmission at which the ratio equals a prescribed value $f$, start from $f[S+(1-S)K]=K$ and collect the terms in $K$:
$$K=\frac{fS}{1-f(1-S)} .$$
For $f=1/2$, multiplying numerator and denominator by 2 gives $K=S/(1+S)$. If $f$ and $K$ are known instead, equation (5) yields
$$S=\frac{K(1-f)}{f(1-K)} .$$
If effects outside the model matter, such as sidewall reactions, an $S$ obtained in this way is only an effective parameter for the depth at which $f$ was measured. It can change with depth, and it exceeds 1 whenever $f<K$, so it should not be carried over to other depths without a check.

### Computing $K$ for a cylinder

The formula needs $K$ for a hole with an absorbing floor. For a cylinder, it can be found by dividing the wall into rings, once the diffuse exchange between coaxial discs is known.

Define the exchange area $X$ of two discs as the integral of $k(x,y)$ over both. Let their radii be $r_1$ and $r_2$ and their separation $h$. Both rims lie on a common sphere, of radius $\varrho$ say. Disc 1 cuts off a cap of height $h_1$ on the side away from disc 2, and disc 2 similarly cuts off a cap of height $h_2$. A straight line from one cap to the other crosses both discs, and every line through both discs meets both caps. For a narrow bundle of lines with a given direction, $dA\cos\theta$ is its perpendicular cross-section, which does not depend on the surface where the bundle is cut. The discs and the caps therefore have the same exchange area.

On a sphere, a chord of length $s$ makes the same angle with the normal at each end, with cosine $s/(2\varrho)$. Thus $k=1/(4\pi\varrho^2)$ is constant. The cap areas are $2\pi\varrho h_1$ and $2\pi\varrho h_2$, so
$$X=\frac{(2\pi\varrho h_1)(2\pi\varrho h_2)}{4\pi\varrho^2}=\pi h_1h_2 .$$
The sphere's diameter is $h_1+h+h_2$, and its geometry gives $r_1^2=h_1(h+h_2)$ and $r_2^2=h_2(h+h_1)$. Put $p=h_1h_2$ and $T=r_1^2+r_2^2+h^2$. Then $T=h^2+h(h_1+h_2)+2p$, while
$$r_1^2r_2^2=p\,[h^2+h(h_1+h_2)+p]=p(T-p).$$
Since $p\le T-p$, the smaller root of this quadratic applies:
$$X=\frac{\pi}{2}\left[T-\sqrt{T^2-4r_1^2r_2^2}\right]
=\frac{2\pi r_1^2r_2^2}{T+\sqrt{T^2-4r_1^2r_2^2}} . \tag{6}$$
The second form avoids subtracting nearly equal numbers at large separation.

For a hole of depth $L$ and diameter $d$, set $r_1=r_2=d/2$ and write $X(h)$. Place ring edges at $0=z_0<z_1<\cdots<z_N=L$, measured up from the floor. Molecules from the mouth that strike ring $i$ are those that pass its upper plane but not its lower one. The exchange areas of the ring with the mouth and the floor are therefore
$$m_i=X(L-z_i)-X(L-z_{i-1}),\qquad n_i=X(z_{i-1})-X(z_i).$$
Applying the same subtraction to both rings gives, for $i<j$,
$$E_{ij}=X(z_{j-1}-z_i)-X(z_{j-1}-z_{i-1})-X(z_j-z_i)+X(z_j-z_{i-1}),$$
with $E_{ji}=E_{ij}$. Ring $i$ has area $A_i=\pi d\,(z_i-z_{i-1})$. What does not leave through its two end planes strikes the ring itself, so $E_{ii}=A_i-2[X(0)-X(z_i-z_{i-1})]$.

If $g_i$ is the flux on ring $i$ divided by $\nu_t$, conservation requires
$$A_i g_i=m_i+\sum_jE_{ij}g_j,\qquad K=\frac1A\Big[X(L)+\sum_i n_i g_i\Big]. \tag{7}$$
The first equation is a linear system for $g_i$. The second adds direct flights from the mouth to arrivals from the walls. The approximation is that each ring re-emits uniformly over its own area, so the rings must be refined until $K$ settles. At a depth of 20 diameters, changing from 400 to 800 rings altered $K$ by less than 0.1% of its value.

## Part 2. Accuracy, worked example and limits of use

Part 1 considered a hole with equal floor and mouth areas $A$. The incoming flux is $\nu_t$, the floor-averaged collision flux is $\nu_b$, and $K$ is the probability that an entering molecule reaches the floor before leaving. A floor collision causes reaction with probability $S$. With unreactive diffuse walls and uniform re-emission from the floor, the rate ratio is
$$\frac{R_b}{R_t}=\frac{\nu_b}{\nu_t}=\frac KQ,\qquad Q=K+S-KS.$$
The local escape probability $e(r)$ from floor point $r$ has the area average $\langle e\rangle=K$. The first-arrival flux at $r$ is $\nu_t e(r)$. The hole has depth $L$ and diameter $d$, and its aspect ratio is $L/d$.

The flux balance has given the bottom-to-surface rate ratio $K/Q$ for uniform re-emission from the floor, together with a way to compute $K$ for a cylinder. It remains to bound the error caused by that uniformity, work through the example, and examine where the formula can be used.
